How many flux sweeps does a deep, nearly nonsticking hole need?

**Problem**

A cylindrical blind hole has diameter d and depth L = A d. Gas enters through the open mouth and flies from surface to surface without gas collisions. At each impact a molecule sticks with probability s; otherwise it leaves in a random direction given by the cosine law. The impact flux on the walls is computed by iteration: start from zero, and in each sweep recompute the flux everywhere from the flux of the previous sweep.

(a) How many sweeps reduce the slowest error mode by a factor 10⁶ when A = 100 and s is negligible?
(b) How small must s be to count as negligible?
(c) What error remains if the iteration stops when the flux changes by less than 10⁻⁶ of the mouth flux per sweep?

Lengths are in units of d, and x is the height above the floor. The flux is steady and axially symmetric, s is uniform, and the flat floor is one patch carrying its mean flux.

**1. What a sweep does to the error**

The flux Φ obeys

Φ = S + (1 − s) KΦ,

where S arrives directly from the mouth and K carries re-emitted molecules to their next impact. A sweep is Φₙ₊₁ = S + (1 − s) KΦₙ. Subtracting the exact equation removes S, so the error e = Φₙ − Φ obeys

eₙ₊₁ = (1 − s) K eₙ.

For unit flux, the rate passed between two small areas is

dA dA′ cosθ cosθ′/(πr²),

which is symmetric in the two areas. With area as weight, K is therefore a symmetric operator with real eigenvalues and orthogonal modes. Its entries are nonnegative, so its largest eigenvalue in magnitude is positive and has a mode of one sign. Call it 1 − ε. Here ε is the fraction of that mode lost through the mouth per sweep. Sticking multiplies every eigenvalue by 1 − s, so the number of sweeps for a millionfold reduction is

N = ln(10⁶) / {−ln[(1 − s)(1 − ε)]} ≈ 13.8/(s + ε),

the last form holding for small s and ε. It remains to find ε.

**2. The axial jump between impacts**

Let a be the angle between the flight and the axis, and ψ the azimuth about the axis measured from the inward wall normal. The cosine of the angle to the normal is sin a cosψ, and the solid angle is sin a da dψ. The probability of a direction is thus

(1/π) sin²a cosψ da dψ, 0 < a < π, −π/2 < ψ < π/2.

Seen along the axis, the flight is a chord of length cosψ. The axial jump is therefore ξ = cosψ cot a. Its mean is zero by symmetry, and

⟨ξ²⟩ = (1/π) ∫cos²a da ∫cos³ψ dψ = (1/π)(π/2)(4/3) = 2/3.

The density K(ξ) of jumps is needed for the ends of the hole. Take ξ > 0 and write c = cosψ. At fixed ψ, cot a = ξ/c gives sin²a = c²/(c² + ξ²) and |da/dξ| = c/(c² + ξ²), so

K(ξ) = (1/π) ∫ c⁴/(c² + ξ²)² dψ.

Put y = ξ² and expand the integrand:

c⁴/(c² + y)² = 1 − 2y/(c² + y) + y²/(c² + y)².

The substitution t = tanψ gives ∫dψ/(c² + y) = ∫dt/(1 + y + yt²) = π/√(y(1 + y)). Minus its derivative with respect to y gives ∫dψ/(c² + y)² = π(2y + 1)/{2[y(1 + y)]^(3/2)}. With w = √(1 + ξ²),

K(ξ) = 1 − 2ξ/w + ξ(2ξ² + 1)/(2w³) = 1 − (ξ³ + 3ξ/2)/w³.

For negative jumps, use |ξ|. At large ξ the integral form gives K ≈ (1/π)(3π/8)/ξ⁴ = 3/(8ξ⁴). The second moment is finite, but the fourth diverges.

Two further integrals are useful. The probability of a jump beyond ξ in one direction is

q(ξ) = (ξ² + 1/2)/w − ξ,

because differentiation gives −K and q vanishes at infinity. Similarly, the integral of q from ξ to infinity is

R(ξ) = 1/4 − ξ(w − ξ)/2 = (w − ξ)²/4,

because R′ = −q, R vanishes at infinity, and (w − ξ)² = 1 + 2ξ² − 2ξw. In particular, R(0) = 1/4.

**3. The slowest mode**

Far from the ends, a mode that varies little over one diameter can be expanded inside the average over jumps. The linear term vanishes, leaving

Ke ≈ e + (1/2)⟨ξ²⟩e″ = e + e″/3.

This is a random walk, with one step per sweep.

At the mouth, suppose that e falls linearly with slope −g. A ring there receives re-emitted flux from one side only. Since ∫K dξ = 1/2 and ∫ξK dξ = ∫q dξ = 1/4 over positive ξ, neglecting ε gives

e(A) ≈ e(A)/2 + g/4, so e(A) ≈ g/2.

The slope g is of order e(0)/A, so e(A) is small compared with e(0). To leading order, e(A) = 0.

At the floor, consider the surfaces below a height y of a few diameters. In units of πd², the wall up to y has area y and the floor has area 1/4. Their summed error is about (y + 1/4)e(0), and they lose a fraction ε of it per sweep. The net upward transfer across height y is −2e′∫ξq dξ = −e′/3, because ∫ξq dξ = (1/2)∫ξ²K dξ = 1/6 over positive ξ. Equating loss and transfer gives

e′(y) ≈ −3ε(y + 1/4)e(0).

Since ε will prove to be of order 1/A², this slope is small compared with the slope of order 1/A near the mouth. To leading order, e′(0) = 0.

The eigenvalue equation e + e″/3 = (1 − ε)e becomes e″ = −3εe. The positive solution satisfying both end conditions is

e = cos(kx), k = π/(2A).

Hence

ε = k²/3 = π²/(12A²).

For A = 100, ε = 9.8696/120000 = 8.22 × 10⁻⁵. With s = 0,

N ≈ 13.8155/(8.2247 × 10⁻⁵) ≈ 1.68 × 10⁵.

This answers (a) at leading order: roughly 170000 sweeps. The next mode has 3k in place of k and, in the same approximation, a loss per sweep nine times larger. When s ≪ ε it dies out early, leaving the slowest mode to set the cost.

Physically, the nth sweep adds the flux of molecules making their nth impact. A molecule deep in the hole has to random-walk about 100 diameters in axial steps of root-mean-square length √(2/3) ≈ 0.8 diameter, so the number of impacts grows as A².

**4. How good is the estimate?**

Dividing the wall into rings of width h turns K into a matrix. In units of πd², a ring has area h, and the exchange areas follow by integrating K:

- between rings m places apart, m ≥ 1: R((m − 1)h) − 2R(mh) + R((m + 1)h);
- from a ring to itself: h − 2[R(0) − R(h)];
- between the floor and a ring from x₁ to x₂: R(x₁) − R(x₂).

The second follows from the probability 1 − q(x) − q(h − x) of landing in the same ring; the third from the probability q(x) of a downward jump reaching the floor. Dividing each row by its area gives the transfer matrix.

Zoning slightly enlarges the jumps. A jump that falls a fraction f of the way between two multiples of h is shared between them with the correct mean but an added variance f(1 − f)h². For narrow rings this averages to h²/6, a fraction h²/4 of 2/3. The eigenvalues were therefore computed with h = 0.2 and h = 0.1, and the term in h² removed through ε = (4ε₀.₁ − ε₀.₂)/3.

The table gives the resulting counts. Each row uses its own full-matrix ε, with the stated s held uniform.

| A | s | ε | sweeps for 10⁶ |
|---|---|---|---|
| 25 | 0 | 1.16 × 10⁻³ | 11900 |
| 50 | 0 | 3.07 × 10⁻⁴ | 45000 |
| 100 | 0 | 7.93 × 10⁻⁵ | 174000 |
| 100 | 10⁻⁵ | 7.93 × 10⁻⁵ | 155000 |
| 100 | 10⁻⁴ | 7.93 × 10⁻⁵ | 77100 |
| 100 | 10⁻³ | 7.93 × 10⁻⁵ | 12800 |
| 100 | 10⁻² | 7.93 × 10⁻⁵ | 1360 |

Relative to the full-matrix value, the simple ε is too large by 13.3% at A = 25, 7.1% at A = 50 and 3.8% at A = 100. The error nearly halves with each doubling of A. Part of it has the sign expected from the mouth: the relation e(A) ≈ g/2 makes the mode vanish about half a diameter outside, as if the hole were longer. That alone would give only about 1% at A = 100. At the floor, the slope −3ε(y + 1/4)e(0) extrapolates to zero roughly a quarter diameter below the floor, which adds a few tenths of a percent. Two further effects supply the rest. The ξ⁻⁴ tail of the jumps adds a term πk³/16 to the eigenvalue of cos(kx) in a long tube, which lowers ε by the fraction 3πk/16, about 0.9% at A = 100. The profile also curves near the mouth, so the straight-line estimate understates that correction. At A = 100 the mouth acts as an extension of about 1.2 diameters rather than one half, worth about 2.4%, and the floor as one of about 0.2 diameter, worth about 0.4%.

The iteration itself gives another check. At s = 0 the exact flux is uniform and equal to the mouth flux, since every surface then sees the same emission in all directions. Starting from zero makes the initial error uniform, with magnitude 1. Its component along cos(kx) has amplitude

∫cos(kx) dx / ∫cos²(kx) dx = (2A/π)/(A/2) = 4/π.

To bring the floor error itself below 10⁻⁶, the iteration must also remove this factor, which costs ln(4/π)/ε ≈ 0.242/(7.93 × 10⁻⁵) ≈ 3000 extra sweeps. With h = 0.1, repeated application of the transfer matrix reached that level after 176853 sweeps; the eigenvalue for the same zones and the amplitude 4/π predict 176881.

**5. When is sticking negligible?**

The formula N ≈ 13.8/(s + ε) answers (b): the condition is s ≪ ε, not merely s ≪ 1. At A = 100 this means s well below 8 × 10⁻⁵. At s = ε the count is halved.

In the opposite limit, ε ≪ s ≪ 1, molecules are lost to the walls before the mode can leak out. Then N ≈ 13.8/s, independent of depth. For s = 0.01 this gives about 1380 sweeps, close to the 1360 in the table. These counts are for the slowest mode. When s ≫ ε many modes decay at nearly the same rate, and the length of a run started from zero depends on how the tolerance is measured. For s = 0.01 and h = 0.1, the error falls below 10⁻⁶ of the mouth flux after about 1000 sweeps. The floor flux, however, is only about 1.5 × 10⁻⁴ of the mouth flux, and an error below 10⁻⁶ of the local flux everywhere takes about 1800 sweeps. A surface that captures one molecule in a hundred is thus far from nonsticking for this purpose.

**6. The stopping test**

Once the slowest mode dominates, the change in one sweep is

|eₙ₊₁ − eₙ| = [1 − (1 − s)(1 − ε)] |eₙ| ≈ (s + ε)|eₙ|.

For s = 0, a change of 10⁻⁶ therefore leaves an error of about

10⁻⁶/(8.22 × 10⁻⁵) = 0.012

of the mouth flux. This answers (c): the remaining error is about 1%, some ten thousand times the apparent tolerance. In the run with h = 0.1, 58069 sweeps were needed before the next sweep would change the flux by at most 10⁻⁶ anywhere, and the floor error was then 0.0126. To reach an error δ in this late regime, the allowed change is (s + ε)δ.

The slow convergence belongs to the iteration, not to the flux equation. With h = 0.1 the hole has 1000 rings and one floor patch. Solving these 1001 linear equations directly at s = 0 gave the uniform flux with an error below 10⁻¹² of the mouth flux, set by rounding.

**7. A hole in atomic layer deposition**

Consider a hole 100 nm wide and 10 µm deep, late in a trimethylaluminium dose on alumina at 500 K and 1 Torr total pressure. As rough values, take a bare-surface sticking probability of 0.01 and a free-site fraction of 10⁻⁴, so s = 10⁻⁶. This is 1.3% of ε, and the count is 172000 instead of 174000. Real doses break the assumption of uniform s: the upper wall saturates first while the deeper wall is still reactive. Because K has nonnegative entries, raising s anywhere cannot slow the decay of the slowest mode. For local values between 0 and 0.01, its millionfold reduction therefore takes between about 1360 and 174000 sweeps. The estimate of 170000 belongs to the saturated end of the dose.

The steady-flux assumption can be checked from the flight time. The path between impacts is d cosψ/sin a, with mean

(d/π) ∫sin a da ∫cos²ψ dψ = (d/π)(2)(π/2) = d.

Molecules leaving a thermal wall are weighted by their speed, so their mean inverse speed is 1/v, where v is the mean speed of the gas. For a mass of 72 u, v = √(8k_BT/(πm)) = 383 m/s, with k_B the Boltzmann constant. The mean time between impacts is d/v = 0.261 ns. Dividing by ε gives a relaxation time of 3.3 µs, far shorter than a dose of 0.1 s. It must also be short compared with the time in which the coverage, and with it s, changes. Even if the gas were all precursor, the impact flux at the mouth would be p/√(2πmk_BT) ≈ 1.85 × 10²⁴ m⁻² s⁻¹. With roughly 4 sites per nm² and a sticking probability of 0.01, a bare wall there would fill over about 0.2 ms, still some 65 times longer than the relaxation. Time spent adsorbed between flights would lengthen the relaxation time, but would not change the number of sweeps for the steady flux.

Gas collisions are rare. With a rough collision diameter σ = 0.6 nm for all molecules, the mean free path is k_BT/(√2 πσ²p) = 32 µm, where p is the pressure. The ratio of hole diameter to free path is 0.003. If wall and gas scattering are treated as resistances in series, with diffusivities proportional to d and to the free path, the axial diffusivity changes by about 0.3%. This rule understates the effect, because long flights contribute strongly to the axial spread and are the most likely to be interrupted. Cutting each flight at random with this free path, with isotropic scattering in a long tube, lowers the diffusivity by about 0.8%.

Two other effects can matter more:

- **Specular reflection.** Suppose a fraction α of impacts is mirror-like. In a smooth cylinder such an impact repeats the previous axial jump. A run of n equal jumps has probability (1 − α)αⁿ⁻¹, with ⟨n⟩ = 1/(1 − α) and ⟨n²⟩ = (1 + α)/(1 − α)². The mean square displacement per impact, and with it ε, grows by ⟨n²⟩/⟨n⟩ = (1 + α)/(1 − α). For a trial value α = 0.1 this is 1.222. The eigenvalue condition of a long tube at the same k gives 1.218, which would lower the count to about 143000 if the end corrections were unchanged.
- **Narrowing.** A film 10 nm thick on all surfaces, including the top face and the floor, leaves the depth at 10 µm but reduces the diameter to 80 nm. Then A = 125, and the simple estimate rises by (125/100)² = 1.56, from 168000 to 262000 sweeps.

Taper and bowing of the hole are not sized here. The numerical output lists most of the values behind these comparisons.

Table of computed values

```
mean square axial jump: 0.666667 diameter^2
aspect ratio: 100
ln(10^6): 13.8155
simple loss per sweep eps: 8.2247e-05
simple estimate, s=0: 167970 sweeps
A=25: full-matrix eps 1.1615e-03, count 11887 sweeps, simple eps too large by 13.29 %
A=50: full-matrix eps 3.0730e-04, count 44950 sweeps, simple eps too large by 7.06 %
A=100: full-matrix eps 7.9269e-05, count 174279 sweeps, simple eps too large by 3.76 %
zone width in explicit run: 0.1 diameter
explicit run, floor error below 1e-6: 176853 sweeps
predicted with amplitude 4/pi, same zones: 176881 sweeps
stop at largest change 1e-6: 58069 sweeps
floor error left at that stop: 0.01258 of mouth flux
its estimate 1e-6/eps: 0.01216 of mouth flux
direct solve, largest error: 2.1e-14 of mouth flux
sticking 1e-06: 172108 sweeps
sticking 1e-05: 154757 sweeps
sticking 1e-04: 77062 sweeps
sticking 1e-03: 12795 sweeps
sticking 1e-02: 1364 sweeps
hole diameter: 100 nm, depth: 10 um
temperature: 500 K, pressure: 1.0 Torr
molecular mass: 72 u
collision diameter (rough): 0.6 nm
bare sticking (rough): 0.01, free sites: 1e-04
example sticking: 1.0e-06
example count: 172108 sweeps
sticking / full-matrix eps: 0.0126
mean speed: 383.4 m/s
mean time between impacts: 0.2608 ns
slowest-mode relaxation time: 3.290 us
same from Knudsen diffusion: 3.171 us
flight time of the s=0 count: 45.45 us
dose time: 0.1 s, relaxation/dose: 3.29e-05
gas mean free path: 32.4 um
diameter / mean free path: 3.09e-03
specular fraction (trial): 0.1
eps factor, long tube: 1.2175
eps factor, (1+a)/(1-a): 1.2222
count with specular part: 143144 sweeps
film thickness (trial): 10 nm
aspect ratio after film: 125.0
simple estimate after film: 262456 sweeps
```
